# Plane-wave Gaussians as Gaussians at complex centres

## The situation

An electron passing an atom with appreciable momentum has a wavefunction that oscillates across the atom. A real Gaussian fixed there has no such oscillation. A sum of spherical Gaussians on that centre stays spherical and cannot reproduce it, so a real basis kept on that centre needs polynomial factors, of higher degree the larger the momentum; the alternative is many Gaussians on displaced centres. Multiplying one Gaussian by \(e^{ik\cdot r}\) supplies the oscillation directly. The same product arises when a uniform magnetic field gives an atomic function a phase linear in position; there the wave vector depends on the centre, and the kinetic operator contains the vector potential, whose terms are not treated here. In both cases one needs matrix elements between functions that are localized and oscillating at once.

These matrix elements need no new integral theory. The plane wave can be absorbed into the Gaussian by moving its centre to a complex position, and the closed formulas for real Gaussians then apply, provided that squares, conjugation and polynomial factors are treated correctly.

Hartree atomic units are used. The symbols \(r,A,B,C,k,N,P,Q,R,\Delta,\kappa\) denote three-component vectors; a subscript \(x\) marks a component. For every vector, real or complex,

\[
u^2=u\cdot u=u_x^2+u_y^2+u_z^2 ,
\]

without complex conjugation. This bilinear square can be negative or complex. Exponents such as \(a\) are real and positive, and \(r\), \(A\), \(k\) are real.

## Completing the square

Let

\[
g(r)=e^{ik\cdot r}e^{-a(r-A)^2},\qquad C=A+\frac{ik}{2a}.
\]

Expand the square about the complex centre:

\[
(r-C)^2=(r-A)^2-\frac{i}{a}k\cdot(r-A)-\frac{k^2}{4a^2}.
\]

The last sign is negative because \(i^2=-1\). Multiplication by \(-a\) gives

\[
-a(r-C)^2=-a(r-A)^2+ik\cdot(r-A)+\frac{k^2}{4a}.
\]

Solving for the exponent of \(g\), which is \(-a(r-A)^2+ik\cdot r\), yields

\[
g(r)=f\,e^{-a(r-C)^2},\qquad
f=\exp\!\left(ik\cdot A-\frac{k^2}{4a}\right). \tag{1}
\]

The imaginary part of \(C\) is not a displacement in space: it encodes the wave vector, in units set by the exponent. The function is still concentrated around \(A\), since

\[
\left|e^{-a(r-C)^2}\right|=e^{k^2/(4a)}e^{-a(r-A)^2}, \tag{2}
\]

and the modulus of \(f\) cancels the first factor. For \(k=0\) the real Gaussian returns. For \(a\to0\) at fixed \(k\ne0\) the centre runs to infinity and \(f\) vanishes, so (1) does not cover a bare plane wave, although the pair form (4) below stays finite when one of the two exponents vanishes.

## The formulas for real centres

Take \(s_A=e^{-a(r-A)^2}\) and \(s_B=e^{-b(r-B)^2}\), and define

\[
p=a+b,\quad \mu=\frac{ab}{p},\quad P=\frac{aA+bB}{p},\quad R=A-B.
\]

Collecting powers of \(r\) gives

\[
a(r-A)^2+b(r-B)^2=p(r-P)^2+aA^2+bB^2-pP^2 .
\]

The constant part is

\[
\frac{(a+b)(aA^2+bB^2)-(aA+bB)^2}{p}
=\frac{ab(A^2+B^2-2A\cdot B)}{p}=\mu R^2 .
\]

Hence \(s_As_B=e^{-\mu R^2}e^{-p(r-P)^2}\). This is pure algebra, so it also holds for complex centres.

**Overlap.** Three one-dimensional Gaussian integrals give

\[
S=\int s_As_B\,d^3r=\left(\frac{\pi}{p}\right)^{3/2}e^{-\mu R^2}.
\]

**Kinetic energy.** Since \(s_B\) depends on \(r-B\), its Laplacian in \(r\) equals its Laplacian in \(B\), which can be taken outside the integral. With \(\nabla_B e^{-\mu R^2}=2\mu R\,e^{-\mu R^2}\) and \(\nabla_B\cdot R=-3\),

\[
T=-\tfrac12\nabla_B^2S
=-\tfrac12(4\mu^2R^2-6\mu)S=\mu(3-2\mu R^2)S .
\]

**Inverse distance to a point \(N\).** Write

\[
\frac1{|r-N|}=\frac{2}{\sqrt\pi}\int_0^\infty e^{-u^2(r-N)^2}du .
\]

For real centres the integrand is positive, so the order of integration may be exchanged. The product rule, applied to exponents \(p\) and \(u^2\), gives

\[
\int e^{-p(r-P)^2-u^2(r-N)^2}d^3r
=\left(\frac{\pi}{p+u^2}\right)^{3/2}
\exp\!\left[-\frac{pu^2}{p+u^2}(P-N)^2\right].
\]

Now set \(t^2=u^2/(p+u^2)\). Then \(p+u^2=p/(1-t^2)\) and \(du=\sqrt p\,(1-t^2)^{-3/2}dt\). The powers of \(1-t^2\) cancel, leaving

\[
V=\int\frac{s_As_B}{|r-N|}d^3r
=\frac{2\pi}{p}e^{-\mu R^2}F_0\!\left(p(P-N)^2\right),
\]

\[
F_0(z)=\int_0^1e^{-zt^2}dt .
\]

**Electron repulsion.** Let the second pair have total exponent \(p'\) and centre \(P'\). With \(s=r_1-r_2\), integration over \(r_2\) at fixed \(s\) is again a product-rule integral, with centres \(P-s\) and \(P'\):

\[
\int e^{-p(r_2+s-P)^2-p'(r_2-P')^2}d^3r_2
=\left(\frac{\pi}{p+p'}\right)^{3/2}e^{-\rho(s-P+P')^2},
\]

where \(\rho=pp'/(p+p')\). The remaining integral over \(s\) with weight \(1/|s|\) is the previous result with exponent \(\rho\), namely \((2\pi/\rho)F_0(\rho(P-P')^2)\). The product of the prefactors is

\[
\left(\frac{\pi}{p+p'}\right)^{3/2}\frac{2\pi(p+p')}{pp'}
=\frac{2\pi^{5/2}}{pp'\sqrt{p+p'}} .
\]

The pair factors \(e^{-\mu R^2}\) and \(e^{-\mu'R'^2}\) multiply this.

## Why complex centres are allowed

Inserting complex centres into these results needs a justification, because the integrals were evaluated for real ones. Consider each integral as a function of one centre coordinate at a time, with \(r\) and \(N\) kept real.

For \(C=A+i\eta\), the modulus of the Gaussian is \(e^{a\eta^2}e^{-a(r-A)^2}\). From \(r^2\le2(r-A)^2+2A^2\) it follows that

\[
\left|e^{-a(r-C)^2}\right|\le e^{a(A^2+\eta^2)}e^{-ar^2/2}.
\]

While the centres stay in a bounded region, one Gaussian therefore bounds the Gaussian factors of all the integrands of a given type, up to a constant. The kinetic integrand has an additional quadratic polynomial, which does not spoil convergence. The singularities \(1/|r-N|\) and \(1/|r_1-r_2|\) are integrable in three dimensions. The bounding Gaussian times a polynomial or the inverse distance is therefore an integrable bound common to all centres in the region.

The integrands are entire functions of each centre coordinate. With the common bound, the integral is continuous in that coordinate, and its contour integral around any closed triangle may be exchanged with the space integral and vanishes. By Morera's theorem the integral is entire.

The closed formulas are entire as well. They contain exponentials and polynomials of the centre coordinates and \(F_0\), which is entire because its defining integral runs over a finite interval. Both sides agree on the real axis, so the identity theorem makes them agree for complex values of the first coordinate. Repeating the argument for the second coordinate, with the first already complex, and so on, covers all of them.

Complex conjugation is not an analytic operation, so a bra function must be conjugated before continuation. For real \(r\),

\[
g^*(r)=e^{-ik\cdot r}e^{-a(r-A)^2}=f^*e^{-a(r-C^*)^2}.
\]

Conjugation thus replaces \(k\) by \(-k\). The centres \(C_1^*\) of the bra and \(C_2\) of the ket then enter the formulas as two separate complex vectors.

## Formulas to implement

For functions \(g_j\) with data \((a_j,A_j,k_j)\), form \(f_j\) and \(C_j\) from (1). From here on \(p\), \(\mu\), \(P\) and \(R\) refer to \(a_1,A_1\) and \(a_2,A_2\). For the pair \(g_1^*g_2\) put

\[
\Delta=C_1^*-C_2,\qquad
Q=\frac{a_1C_1^*+a_2C_2}{p},\qquad
K=f_1^*f_2e^{-\mu\Delta^2}.
\]

Then \(g_1^*g_2=Ke^{-p(r-Q)^2}\), and

\[
\begin{aligned}
\langle g_1|g_2\rangle&=S=K(\pi/p)^{3/2},\\
\langle g_1|-\tfrac12\nabla^2|g_2\rangle&=\mu(3-2\mu\Delta^2)S,\\
\langle g_1|\,|r-N|^{-1}|g_2\rangle&=\frac{2\pi}{p}K\,F_0\!\left(p(Q-N)^2\right),\\
(12|34)&=\frac{2\pi^{5/2}KK'}{pp'\sqrt{p+p'}}\,
F_0\!\left(\rho(Q-Q')^2\right).
\end{aligned}\tag{3}
\]

Here \((12|34)\) is the integral of \(g_1^*(r_1)g_2(r_1)g_3^*(r_2)g_4(r_2)/|r_1-r_2|\), and primes refer to the pair \(g_3^*g_4\). Attraction to a nucleus of charge \(Z\) carries the factor \(-Z\).

The pair quantities have a more transparent form. With \(\kappa=k_2-k_1\),

\[
Q=P+\frac{i\kappa}{2p},\qquad
K=\exp\!\left(-\mu R^2+i\kappa\cdot P-\frac{\kappa^2}{4p}\right). \tag{4}
\]

The first relation follows from \(a_1C_1^*=a_1A_1-ik_1/2\) and \(a_2C_2=a_2A_2+ik_2/2\). For the second, multiply the two real Gaussians first, which gives \(e^{-\mu R^2}e^{i\kappa\cdot r}e^{-p(r-P)^2}\), and apply (1) with exponent \(p\), centre \(P\) and wave vector \(\kappa\). The result is a multiple of the same function \(e^{-p(r-Q)^2}\), so the coefficients must coincide.

Equation (4) shows that only the momentum difference enters the pair density, and that \(|K|\le1\). It is also the safer form for computation. When \(k_1\) and \(k_2\) are large and nearly equal, \(f_1^*f_2\) is tiny and \(e^{-\mu\Delta^2}\) is huge, although their product is moderate.

A single function provides a check. For \(g_1=g_2\) with exponent \(a\) and wave vector \(k\), one has \(\mu=a/2\), \(\Delta=-ik/a\) and \(\Delta^2=-k^2/a^2\). Therefore

\[
S=e^{-k^2/(2a)}e^{+k^2/(2a)}\left(\frac{\pi}{2a}\right)^{3/2}
=\left(\frac{\pi}{2a}\right)^{3/2},
\]

\[
\frac{T}{S}=\frac a2\left(3+\frac{k^2}{a}\right)=\frac{3a}{2}+\frac{k^2}{2}.
\]

The norm is independent of \(k\), as it must be for a pure phase. The kinetic energy is the cost of localization plus the energy of motion with momentum \(k\). If the Hermitian square \(|\Delta|^2=+k^2/a^2\) were used, the norm would acquire a false factor \(e^{-k^2/a}\) and the motion would lower the kinetic energy.

## Polynomial factors

Functions of higher angular momentum contain powers of \(x-A_x\). These powers belong to the real centre. In a ket,

\[
x-A_x=(x-C_x)+\frac{ik_x}{2a},
\]

and in a bra the last term changes sign. Replacing \(A_x\) by \(C_x\) in the polynomial would define a different function.

For a polynomial on the bra, let

\[
M_l=\int(x-A_{1x})^l\,g_1^*g_2\,d^3r .
\]

Split one factor as \((x-Q_x)+(Q_x-A_{1x})\), and use

\[
(x-Q_x)e^{-p(r-Q)^2}=-\frac1{2p}\frac{\partial}{\partial x}e^{-p(r-Q)^2}.
\]

Integration by parts, with vanishing boundary terms, gives

\[
M_{l+1}=(Q_x-A_{1x})M_l+\frac{l}{2p}M_{l-1},\qquad M_0=S. \tag{5}
\]

For \(l=0\) the last term is absent and \(M_1=(Q_x-A_{1x})S\). The recurrence has the form it has for real Gaussians, with a complex pair centre but a real polynomial centre.

A related point concerns derivatives. Differentiating \(g\) with respect to \(A\) at fixed \(k\) acts on the Gaussian envelope alone, because \(e^{ik\cdot r}\) does not contain \(A\). This generates polynomial factors correctly, but \(\nabla_A^2g\) is not \(\nabla_r^2g\). The kinetic formula corresponds to differentiation with respect to \(C_2\) at fixed \(f_2\).

## The Boys function at complex argument

For \(z>0\), the substitution \(y=\sqrt z\,t\) gives

\[
F_0(z)=\frac12\sqrt{\frac\pi z}\,\operatorname{erf}(\sqrt z).
\]

The error function is odd, so \(\operatorname{erf}(\sqrt z)/\sqrt z\) is a power series in \(z\), and the formula holds for complex \(z\). Either square root may be taken, provided that it is the same one in both places. Near zero, \(F_0(z)\approx1-z/3\) avoids the division.

For the attraction integral, (4) gives

\[
z=p(Q-N)^2=p(P-N)^2-\frac{\kappa^2}{4p}+i\kappa\cdot(P-N).
\]

A large momentum difference makes the real part negative, and \(F_0\) can then become exponentially large while \(K\) is exponentially small. The remedy is to combine the exponents before evaluating them. Define

\[
G(z)=e^zF_0(z)=\int_0^1e^{z(1-t^2)}dt,
\]

which satisfies \(|G|\le1\) for \(\operatorname{Re}z\le0\). Since \(Ke^{-z}\) is the pair density at \(r=N\),

\[
\frac{2\pi}{p}KF_0(z)=\frac{2\pi}{p}\,g_1^*(N)g_2(N)\,G(z). \tag{6}
\]

The pair density is evaluated from the original functions, with moduli at most one. With \(z=-w^2\) and \(y=wt\),

\[
G(-w^2)=\frac{e^{-w^2}}{w}\int_0^we^{y^2}dy=\frac{D(w)}{w},
\]

where \(D\) is the Dawson function, so a routine for complex \(D\) covers the half-plane \(\operatorname{Re}z\le0\). Form (6) is meant for that half-plane only. For large positive \(\operatorname{Re}z\), as for a nucleus far from the pair, \(G\) grows exponentially, as \(\tfrac12\sqrt{\pi/z}\,e^z\) by the error-function form, while the pair density at \(N\) underflows. For \(\operatorname{Re}z\ge0\) the original product \(KF_0(z)\) is the safe one, since there \(|F_0|\le1\) by its defining integral and \(|K|\le1\). The sign of \(\operatorname{Re}z\) thus selects the form.

For repulsion, \(z=\rho(Q-Q')^2\), and the same step requires \(KK'e^{-z}\). The terms quadratic in \(\kappa\) and \(\kappa'\) in its exponent are

\[
-\frac{\kappa^2}{4p}-\frac{\kappa'^2}{4p'}
+\rho\left(\frac{\kappa}{2p}-\frac{\kappa'}{2p'}\right)^2
=-\frac{(\kappa+\kappa')^2}{4(p+p')} .
\]

The other real terms, \(-\mu R^2-\mu'R'^2-\rho(P-P')^2\), are also non-positive. For \(\operatorname{Re}z\le0\), where \(|G|\le1\), adding the exponents first therefore removes the overflow here too; for \(\operatorname{Re}z\ge0\) the product \(KK'F_0(z)\) is again used as it stands.

The limit of large \(\kappa\) is simplest for \(A_1=A_2=N=0\), where \(w=|\kappa|/(2\sqrt p)\). The Dawson function obeys \(D'=1-2wD\). Inserting \(D=c_1/w+c_3/w^3+\dots\) gives \(c_1=1/2\) and \(c_3=1/4\), so

\[
\frac{2\pi}{p}\frac{D(w)}w\approx
\frac{4\pi}{\kappa^2}\left(1+\frac{2p}{\kappa^2}\right).
\]

The leading term is the Fourier transform of \(1/r\). A large momentum transfer is governed by the Coulomb singularity, where for this centred pair the Gaussian envelope equals one. For a pair centred elsewhere, (6) multiplies the leading term \(4\pi/\kappa^2\) by the pair density at \(N\), but the limit is approached more slowly. With \(D(w)/w\approx1/(2w^2)\) and \(w^2=-z\), the first relative correction is \(4ip\,\kappa\cdot(P-N)/\kappa^2\), of order \(1/|\kappa|\), so the leading term requires \(|\kappa|\gg4p|P-N|\) when the offset lies along \(\kappa\). For \(p=1\) bohr\(^{-2}\), \(|\kappa|=20\) bohr\(^{-1}\) and an offset of 1 bohr along \(\kappa\), the correction is about 20 percent.

For \(p=1\) bohr\(^{-2}\) and \(|\kappa|=20\) bohr\(^{-1}\), the separate factors are \(F_0=1.351\times10^{41}\) and \(e^{-w^2}=3.720\times10^{-44}\). Their product times \(2\pi\) is 0.03158 bohr\(^2\), which is 1.0051 times \(4\pi/\kappa^2\); the expansion gives 1.005. At 60 bohr\(^{-1}\), \(F_0\) is no longer finite in double precision, whereas the Dawson form gives 0.003493 bohr\(^2\).

## A worked pair

The following functions have unit amplitude and round model parameters; they are not normalized. Lengths are in bohr, with exponents and wave vectors in the corresponding inverse units:

- \(g_1\): \(a_1=0.8\), \(A_1=(0,0,0)\), \(k_1=(0.5,0,-0.3)\).
- \(g_2\): \(a_2=0.5\), \(A_2=(0.6,-0.4,1.0)\), \(k_2=(1.2,0.7,0.4)\).

Since \(2a_2=1\), the ket centre is

\[
C_2=(0.6+1.2i,\,-0.4+0.7i,\,1.0+0.4i).
\]

The bra centre is \(C_1^*=-ik_1/1.6=(-0.3125i,\,0,\,0.1875i)\). Hence

\[
\Delta=(-0.6-1.5125i,\;0.4-0.7i,\;-1-0.2125i),
\]

and the sum of the squared components is \(\Delta^2=-1.3028+1.6800i\). A negative real part is legitimate for a bilinear square.

The pair has \(p=1.3\), \(\mu=0.30769\) and \(\kappa=(0.7,0.7,0.7)\). Equation (4) gives \(K=0.44776+0.14991i\). With \((\pi/1.3)^{3/2}=3.7567\),

\[
S=3.7567K=1.6821+0.5632i\ \text{bohr}^3 .
\]

The kinetic multiplier is \(0.30769\,(3-0.61538\,\Delta^2)=1.1698-0.3181i\), so

\[
T=(1.1698-0.3181i)S=2.1468+0.1237i\ \text{hartree bohr}^3 .
\]

For a unit positive charge at \(N=(0.2,0.3,-0.5)\), the Boys argument is \(1.0036+0.3231i\), and the attraction integral is \(-1.6475-0.4054i\) hartree bohr\(^3\).

For a \(p_x\) factor on the bra, \(Q_x-A_{1x}=0.23077+0.26923i\). Multiplication by \(S\) gives \(0.2366+0.5828i\) bohr\(^4\). Moving the polynomial to \(C_1^*\) would give \(0.0606+1.1085i\) bohr\(^4\) instead. A Hermitian square in the overlap would give \(0.2084+0.2325i\) bohr\(^3\), less than a fifth of the correct modulus.

The repulsion integral uses two more functions:

- \(g_3\): \(a_3=1.1\), \(A_3=(-0.5,0.8,0.2)\), \(k_3=(-0.4,0.9,0)\).
- \(g_4\): \(a_4=0.6\), \(A_4=(0.3,0.5,-0.7)\), \(k_4=(0.6,-0.2,1.0)\).

The last line of (3) gives \((12|34)=1.0190-0.6358i\) hartree bohr\(^6\).

The numerical check compares these integrals with quadratures that start from the original oscillating functions; for repulsion, the pair densities are Fourier transformed numerically. Formula and quadrature agree in all eight printed decimals. For \(g_1\) alone, the quadrature gives a mean kinetic energy of 1.37 hartree, equal to \(3a_1/2+k_1^2/2=1.20+0.17\) hartree.

## Computed results

```
g1: a = 0.8 bohr^-2, A = [0.0, 0.0, 0.0] bohr, k = [0.5, 0.0, -0.3] bohr^-1
g2: a = 0.5 bohr^-2, A = [0.6, -0.4, 1.0] bohr, k = [1.2, 0.7, 0.4] bohr^-1
g3: a = 1.1 bohr^-2, A = [-0.5, 0.8, 0.2] bohr, k = [-0.4, 0.9, 0.0] bohr^-1
g4: a = 0.6 bohr^-2, A = [0.3, 0.5, -0.7] bohr, k = [0.6, -0.2, 1.0] bohr^-1
unit point charge at N = [0.2, 0.3, -0.5] bohr
complex centre of g2: (0.60000+1.20000i, -0.40000+0.70000i, 1.00000+0.40000i) bohr
factor exp(ik.A - k^2/4a) of g2: 0.23474122 +0.26188489i 
g2 at (0.5,0.5,0.5) bohr, original form: 0.23923855 +0.53457781i 
g2 at same point, complex-centre form: 0.23923855 +0.53457781i 
pair conj(g1) g2: p = 1.3000 bohr^-2, mu = 0.307692 bohr^-2
pair centre: (0.23077+0.26923i, -0.15385+0.26923i, 0.38462+0.26923i) bohr
bilinear squared distance of centres: -1.30281250 +1.68000000i bohr^2
pair prefactor K: 0.44775549 +0.14991200i 
Boys argument, attraction: 1.00361538 +0.32307692i 
overlap, formula: 1.68209570 +0.56317864i bohr^3
overlap, quadrature: 1.68209570 +0.56317864i bohr^3
kinetic, formula: 2.14680464 +0.12370012i hartree bohr^3
kinetic, quadrature: 2.14680464 +0.12370012i hartree bohr^3
attraction, formula: -1.64747077 -0.40544160i hartree bohr^3
attraction, quadrature: -1.64747077 -0.40544160i hartree bohr^3
repulsion (12|34), formula: 1.01895070 -0.63583208i hartree bohr^6
repulsion (12|34), quadrature: 1.01895070 -0.63583208i hartree bohr^6
overlap with Hermitian square (wrong): 0.20841518 +0.23251471i bohr^3
p_x-s overlap, formula: 0.23655091 +0.58283622i bohr^4
p_x-s overlap, quadrature: 0.23655091 +0.58283622i bohr^4
p_x-s overlap, polynomial at complex centre (wrong): 0.06055759 +1.10849113i bohr^4
self-overlap of g1: 2.75134363 bohr^3
mean kinetic energy of g1, quadrature: 1.37000000 hartree
mean kinetic energy of g1, 3a/2 + k^2/2: 1.37000000 hartree
kappa = 20 bohr^-1: F0 = 1.35088e+41, factor = 3.72008e-44
  integral of exp(i kappa.r - r^2)/r: 0.03157542 bohr^2, ratio to 4 pi/kappa^2: 1.005077
kappa = 60 bohr^-1: F0 finite in double precision: False
  integral of exp(i kappa.r - r^2)/r: 0.00349260 bohr^2, ratio to 4 pi/kappa^2: 1.000556
```
